# Why tension gaps (001) grey tin and compression leaves Dirac points

**Why does stretching a (001) film of grey tin in its plane open a gap at the quadratic band touching, while compressing it leaves Dirac crossings along the growth axis, and what symmetry protects them?**

## The mechanism

At the zone centre Γ, unstrained grey tin has a fourfold level at the Fermi energy. Its states carry angular momentum $3/2$, with projections $m=\pm3/2,\pm1/2$ on the growth axis $z$. Along $z$ the $|m|=3/2$ pair bends down and the $|m|=1/2$ pair bends up, so valence and conduction bands touch at Γ.

Strain moves the pairs apart, and its sign decides which lies higher. The $|m|=3/2$ states are built from in-plane orbitals, $(x\pm iy)/\sqrt2$, while the $|m|=1/2$ states are two-thirds $z$. In a nearest-neighbour picture, a $p$ state polarized along $i$ has at Γ the bonding energy

$$-\sum_{\rm bonds}\left[V_\pi+(V_\sigma-V_\pi)n_i^2\right],\qquad V_\sigma>0>V_\pi ,$$

where $\mathbf n$ is the bond direction. In-plane tension tilts the bonds towards the plane: $n_x^2,n_y^2$ grow and $n_z^2$ shrinks. The $|m|=3/2$ pair therefore sinks relative to the other.

In tension the downward-bending pair is thus below the upward-bending one, and they separate along $z$. In compression the downward-bending pair starts on top, so the two must meet on the axis. Two questions remain: whether the tensile gap survives in all other directions, and why the compressive crossing is not removed by mixing.

## The Hamiltonian

I use electron energies, $K=\hbar^2/m_0$, and measure energy from the strained centre of the quartet. Grey tin has negative Luttinger parameters $\gamma_i$ and a negative deformation potential $b$. For strain along the cubic axes,

$$H=-\frac K2\left(\gamma_1+\tfrac52\gamma_2\right)k^2+K\gamma_2\sum_i k_i^2J_i^2+K\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)-b\sum_i\varepsilon_{ii}\left(J_i^2-\tfrac54\right).$$

Write $J_z^2=\frac54+\tau$, where $\tau=+1$ for $|m|=3/2$ and $-1$ for $|m|=1/2$. Since $J_x^2+J_y^2=\frac{15}4-J_z^2=\frac52-\tau$,

$$\sum_i k_i^2J_i^2=\tfrac54k^2-\tfrac{\tau}{2}(k_\parallel^2-2k_z^2)+\tfrac12(k_x^2-k_y^2)(J_x^2-J_y^2),$$

with $k_\parallel^2=k_x^2+k_y^2$. The first term cancels the $\frac52\gamma_2$ term of $H$. The strain term has the same form, with $K\gamma_2k_i^2$ replaced by $-b\varepsilon_{ii}$ and the trace removed.

The off-diagonal elements follow from the ladder operators. Between $m=3/2$ and $-1/2$, $J_x^2-J_y^2$ gives $\sqrt3$ and $J_xJ_y+J_yJ_x$ gives $-i\sqrt3$. Between $3/2$ and $1/2$, $J_zJ_x+J_xJ_z$ gives $\sqrt3$ and $J_zJ_y+J_yJ_z$ gives $-i\sqrt3$. In the order $m=\frac32,\frac12,-\frac12,-\frac32$,

$$H=-\frac{K\gamma_1k^2}{2}+M,\qquad M=\begin{pmatrix}-Q&S&R&0\\S^*&Q&0&R\\R^*&0&Q&-S\\0&R^*&-S^*&-Q\end{pmatrix},$$

where $R=R_1-iR_2$ and

$$Q=\tfrac12K\gamma_2(k_\parallel^2-2k_z^2)-\tfrac b2(\varepsilon_{xx}+\varepsilon_{yy}-2\varepsilon_{zz}),$$

$$R_1=\tfrac{\sqrt3}2\left[K\gamma_2(k_x^2-k_y^2)-b(\varepsilon_{xx}-\varepsilon_{yy})\right],\quad R_2=\sqrt3K\gamma_3k_xk_y,\quad S=\sqrt3K\gamma_3k_z(k_x-ik_y).$$

In $M^2$ the off-diagonal elements cancel in pairs, for example $-QS+SQ=0$ and $SR-RS=0$. Each diagonal element is $Q^2+|R|^2+|S|^2$. As $M$ has zero trace, both signs of the root occur twice:

$$E_{c,v}=-\frac{K\gamma_1k^2}2\pm\sqrt{Q^2+|R|^2+|S|^2}.$$

A film free to relax along $z$ has no normal stress: $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0$, where $\varepsilon=\varepsilon_{xx}=\varepsilon_{yy}$. Hence $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$. The strain part of $Q$ is

$$\Delta=-b(\varepsilon-\varepsilon_{zz}),$$

positive in tension and negative in compression. At Γ the $|m|=3/2$ pair lies at $-\Delta$ and the $|m|=1/2$ pair at $+\Delta$.

## Tension: a gap in every direction

For the conduction band, $\sqrt{Q^2+\dots}\ge Q\ge\Delta-\frac12K|\gamma_2|k^2$, so

$$E_c\ge\Delta+\tfrac12K(|\gamma_1|-|\gamma_2|)k^2 .$$

If $|\gamma_1|>|\gamma_2|$, its minimum is $+\Delta$, at Γ.

For the valence band, regard $(Q,R_1,R_2,{\rm Re}\,S,{\rm Im}\,S)$ as a vector $\mathbf d_k+\mathbf d_\varepsilon$, the sum of a wavevector part and a strain part of length $\Delta$. The triangle inequality gives

$$E_v\le\tfrac12K|\gamma_1|k^2-|\mathbf d_k|+\Delta .$$

The first two terms together are the unstrained heavy band. If it bends down in every direction, $E_v<\Delta$ for all $k\ne0$, while $E_v=-\Delta$ at Γ. Because $E_v$ falls without limit at large $k$ in this model, it attains its maximum, which is therefore below $+\Delta$. The gap is real.

The condition can be made explicit. Squaring and adding the components without strain gives

$$|\mathbf d_k|^2=K^2\left[\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2)\right].$$

For $|\gamma_3|<|\gamma_2|$ this is smallest along [111], where $|\mathbf d_k|=K|\gamma_3|k^2$. The requirement is $|\gamma_3|>|\gamma_1|/2$. If instead $|\gamma_3|<|\gamma_1|/2$, the heavy band bends upward there and no overall gap remains.

The gap is smaller than the splitting $2\Delta$ at Γ, because the valence band first rises in the plane. Define

$$x=\frac{K|\gamma_2|k^2}\Delta,\quad a=\frac{|\gamma_1|}{2|\gamma_2|},\quad r=\frac{\gamma_3}{\gamma_2},\quad c=\frac{1+3r^2}4 .$$

In the plane $S=0$ and $Q/\Delta=1-x/2$. At angle $\alpha$ from [100], $|R|^2/\Delta^2=\frac34x^2(\cos^22\alpha+r^2\sin^22\alpha)$. For $r<1$ this is smallest at $\alpha=45^\circ$, so the valence band is highest along [110]:

$$\frac{E_v}\Delta=ax-\sqrt{1-x+cx^2}.$$

Set $\cos\theta=1/(2\sqrt c)$, $\cos\varphi=a/\sqrt c$ and $y=\sqrt c\,x-\cos\theta$. Completing the square gives

$$\frac{E_v}\Delta=\cos\varphi(\cos\theta+y)-\sqrt{y^2+\sin^2\theta}.$$

A zero derivative requires $\cos\varphi=y/\sqrt{y^2+\sin^2\theta}$, hence $y=\sin\theta\cot\varphi$ and the root equals $\sin\theta/\sin\varphi$. The maximum is

$$\cos\varphi\cos\theta+\sin\theta\,\frac{\cos^2\varphi-1}{\sin\varphi}=\cos(\theta+\varphi),$$

so

$$E_g=\Delta\left[1-\cos(\theta+\varphi)\right].$$

This derivation compares in-plane directions. For the parameters below, a numerical search over all three components of $\mathbf k$ confirms that the maximum lies there.

## Compression: two Dirac points

Now $\Delta=-|\Delta|$. A crossing needs $Q=R=S=0$. The condition $S=0$ requires $k_z=0$ or $k_\parallel=0$. In the plane $k_z=0$, $Q=-|\Delta|-\frac12K|\gamma_2|k_\parallel^2$ cannot vanish. On the axis $R=S=0$ and $Q=-|\Delta|+K|\gamma_2|k_z^2$, which vanishes at $k_z=\pm k_0$:

$$k_0=\sqrt{\frac{|\Delta|}{K|\gamma_2|}},\qquad E_D=\tfrac12K|\gamma_1|k_0^2=a|\Delta| .$$

Put $k_z=k_0+q$ and keep first order in $q$ and $k_\parallel$. Then $Q=2K|\gamma_2|k_0q$, $|S|=\sqrt3K|\gamma_3|k_0k_\parallel$, and $R$ is of second order:

$$E-E_D=K|\gamma_1|k_0q\pm\sqrt{(2K|\gamma_2|k_0q)^2+3(K\gamma_3k_0k_\parallel)^2}.$$

This is a tilted Dirac cone, each branch doubly degenerate. The ratio of tilt to slope along $z$ is $a$. For $a<1$ the cone is not overtilted and shrinks to a point at $E_D$.

## What protects the crossing

The protecting operation is a fourfold screw. A quarter-turn about an axis through an atom reverses the pattern of its four bonds, giving that of the other sublattice. It must be combined with a translation that exchanges the sublattices.

On the axis, the screw multiplies a state by $e^{-i\pi m/2}$ times a factor common to the quartet. If a perturbation $V$ respects the screw, then

$$\langle m|V|m'\rangle\left[e^{i\pi(m-m')/2}-1\right]=0 .$$

Between the two pairs, $m-m'$ is $\pm1$ or $\pm2$, so the bracket is nonzero and the matrix element vanishes. Such a perturbation can shift the crossing but cannot open it by mixing the pairs. Inversion combined with time reversal keeps each pair degenerate.

Twofold symmetry is insufficient. Its phase $e^{-i\pi m}$ equals $i$ for both $m=3/2$ and $m=-1/2$, so these may mix. Unequal in-plane strains do this through $R_1$. At the point where $Q=0$ the gap is

$$2|R|=\sqrt3\,|b|\,|\varepsilon_{xx}-\varepsilon_{yy}| .$$

A separate lattice calculation tests this reasoning. It uses $s$ and $p$ orbitals with spin–orbit coupling on a diamond lattice, and strain enters through the bond vectors. Its round parameters are not fitted to tin: on-site $s$ and $p$ levels $-6.5$ and $0$ eV, spin–orbit splitting 0.8 eV, hoppings $V_{ss},V_{sp},V_\sigma,V_\pi=-1.1,\,1.8,\,3.1,\,-0.8$ eV scaled as the inverse square of the bond length, and lattice constant 0.65 nm.

- At a general wavevector the screw maps the Hamiltonian onto its rotated counterpart to rounding error; the pure rotation misses by an amount of order electronvolts in a matrix element (3.09 eV at one test wavevector).
- At 0.15 % compression the bands cross on the axis. The trace of the screw over the upper pair changes from $+1.414$ inside the crossing to $-1.414$ outside. These are $-2\cos(3\pi/4)$ and $-2\cos(\pi/4)$, the overall minus coming from sublattice exchange, so the pairs do change places.
- At equal tension, the smallest direct gap on a coarse grid near Γ (step $0.05\ \text{nm}^{-1}$) is 15.6 meV; the true minimum lies between grid points, along [110], and is 15.1 meV. The overall gap of this lattice is indirect, 10.6 meV, with the valence maximum along [110].
- A strain difference of 0.01 % opens 0.589 meV at the crossing. This lattice's own $|b|$, read from the splitting at Γ, is 3.50 eV in tension and 3.43 eV in compression; the formula then gives 0.606 and 0.594 meV. The cause of the remaining 1 % was not isolated.

## The numbers for a film

Take rough grey-tin values $\gamma_{1,2,3}=-15,-11,-9$, $b=-2.3$ eV and $C_{12}/C_{11}=0.42$, with in-plane strain $\pm0.15$ %. They satisfy the conditions above: $15>11$, $9>7.5$ and $a=0.682<1$.

In tension $\varepsilon_{zz}=-0.126$ %, so

$$\Delta=2300\times(0.00150+0.00126)\ \text{meV}=6.35\ \text{meV}.$$

The splitting at Γ is 12.7 meV. With $\theta=0.956$ and $\varphi=0.666$,

$$E_g=6.35\,[1-\cos(1.622)]=6.7\ \text{meV},$$

about half that splitting. The valence maximum is at $0.119\ \text{nm}^{-1}$ along [110], so the gap is indirect. With $\gamma_3=\gamma_2$ and the same $a$, one has $c=1$ and $\theta=\pi/3$, and the formula gives $1.29\Delta=8.2$ meV. Lowering $|\gamma_3|$ from 11 to 9 thus costs about 1.5 meV.

In compression, with $K=76.2\ \text{meV nm}^2$,

$$k_0=\sqrt{\frac{6.35}{76.2\times11}}=0.087\ \text{nm}^{-1},\qquad E_D=0.682\times6.35=4.3\ \text{meV}.$$

The cone speeds are $2.2\times10^5$ m/s along $z$ and $1.6\times10^5$ m/s in the plane, with a tilt of $1.5\times10^5$ m/s. On a grid reaching $0.35\ \text{nm}^{-1}$ in each component, no conduction state lies below $E_D$ and no valence state above it.

The four-band model omits the inverted $s$ band, about 400 meV below, and the split-off band, about 800 meV below. It also omits the conduction valleys at L, which in real grey tin lie only about 0.1 eV above the quartet at low temperature. An eight-band calculation with the $s$ and split-off bands (not the L valleys), and with the volume change under strain, lowers $k_0$ by 0.9 % and raises the tensile gap by 0.7 %, relative to the four-band values. These figures use a Kane energy of 24 eV and a relative hydrostatic potential of $-7$ eV. Only their order is firm: without the volume term the shifts are $+0.5$ % and $-0.1$ %, and for Kane energies of 20–28 eV and hydrostatic potentials from 0 to $-10$ eV they stay below 2 %. The uncertainty of the rough input parameters is a separate matter.

## Beside a real film

Grey tin on InSb is compressed in its plane by about 0.15 %, so the compressive example is of realistic size; tension from lattice mismatch needs a substrate whose lattice constant exceeds that of the film. A real film also departs from the infinite, undoped, cold crystal assumed here. Thermal energy is 0.36 meV at 4.2 K, but 6.6 meV at 77 K, already about equal to the tensile gap, and 26 meV at 300 K. Finite thickness $d$ replaces continuous $k_z$ by levels spaced by about $\pi/d$, which equals $k_0$ at 36 nm. A resolved bulk crossing needs a much thicker film; at 100 nm, hard-wall confinement in the four-band model lifts the lowest light level by 1.4 meV, and the two light levels on either side of $E_D$ are still 7 meV apart, more than $|\Delta|$; at 300 nm the spacing there is 2.6 meV. Doping can be more severe. With added electrons, the two Dirac pockets merge through Γ at $1.5\times10^{15}\ \text{cm}^{-3}$. At an electron density of $10^{17}\ \text{cm}^{-3}$ the four-band model puts the Fermi level 24 meV above the Dirac points, far outside the separate cones. An in-plane strain difference of 0.01 % opens 0.40 meV in the four-band model (0.39 meV with eight bands), comparable with thermal energy at 4.2 K. The screw contains a translation along $z$, so a finite film on a zincblende substrate has neither it nor inversion exactly; the protection belongs to the bulk-like interior of a thick film. Disorder, surface states and electron interactions beyond the band parameters are left out.

## Values computed for the example and the checks

```
Luttinger g1, g2, g3 (rough): -15, -11, -9
K = hbar^2/m0: 76.20 meV nm^2
deformation potential b (rough): -2.3 eV
C12/C11 (rough): 0.42
in-plane strain size: 0.15 %
out-of-plane strain in tension: -0.126 %
delta: 6.348 meV; Gamma splitting: 12.696 meV
ratios a, r, c: 0.6818, 0.8182, 0.7521
angles theta, phi: 0.9563, 0.6661 rad
TENSION gap, formula: 6.6756 meV
TENSION gap, search over k: 6.6756 meV
valence maximum energy: -0.3276 meV
valence maximum |k| along [110]: 0.1188 1/nm
COMPRESSION k0, formula: 0.08703 1/nm
COMPRESSION k0, diagonalization: 0.08703 1/nm
Dirac energy: 4.328 meV
cone speed along z: 2.216e+05 m/s
cone speed in plane: 1.570e+05 m/s
tilt speed along z: 1.511e+05 m/s
in-plane strain anisotropy: 0.010 %
gap it opens, formula: 0.3984 meV
gap it opens, search over k: 0.3984 meV
8-band inputs E_s, E_so (rough): -400, 800 meV
8-band inputs E_P, a_rel (rough): 24, -7 eV
8-band k0: 0.08622 1/nm (-0.9 %)
8-band tension gap: 6.723 meV (+0.7 %)
kT at 4.2, 77, 300 K: 0.36, 6.64, 25.85 meV
film thickness pi/k0: 36.1 nm
light-band confinement, 100 nm film: 1.39 meV
density where Dirac pockets merge: 1.51e+15 cm^-3
Fermi level above Dirac point at 1e+17 cm^-3: 23.8 meV
lattice s, p levels; spin-orbit: -6.5, 0.0; 0.8 eV
lattice Vss, Vsp, Vpps, Vppp: -1.1, 1.8, 3.1, -0.8 eV
lattice constant of the model: 0.65 nm
lattice Gamma splitting in tension: 19.32 meV
lattice least direct gap near Gamma, tension: 15.55 meV
lattice crossing in compression at k: 0.1394 1/nm
lattice residual gap there: 2.5e-07 meV
screw trace of upper doublet, inside/outside: +1.4142/-1.4142
symmetry error, screw: 8.9e-16 eV; pure rotation: 3.09 eV
lattice gap from anisotropy: 0.5885 meV
rule sqrt(3)|b|(exx-eyy), lattice b: 0.6062 meV
```
